Debye thermal conductivity with Umklapp and point-defect scattering at high temperature

Replace a few percent of the atoms in a hot silicon crystal by germanium. The lattice remains a crystal and the forces between atoms change little, yet it conducts heat much less well. The germanium atoms are heavy and sit at random sites, so they scatter lattice waves. Short waves are scattered strongly and long waves hardly at all, while the crystal's anharmonicity limits the waves at every frequency. How much conductivity survives when the two mechanisms act together?

**Setting and assumptions**

Let ω be the angular frequency of a phonon, q its wavenumber, T the temperature and Ω the volume per atom.

(A1) The solid is an isotropic Debye solid: three branches with the same speed v, ω = vq, and a cutoff ω_D fixed by one mode per atom and branch. Counting states in a sphere of radius q_D gives

Ω (4π q_D³/3)/(2π)³ = 1, so q_D³ = 6π²/Ω and ω_D = v q_D.

(A2) The temperature is high, k_B T ≫ ħω_D, so each mode has heat capacity k_B.

(A3) Each mode relaxes towards equilibrium at the rate

1/τ = Bω² + Aω⁴.

The first term is the Umklapp rate, with B ∝ T because the number of phonons to collide with grows as T. The second is the point-defect rate. The ω² law is an assumption about anharmonic scattering and is not derived here. All rates are decay rates of mode energy.

(A4) Defects are atoms of different mass placed without correlation. With fractions c_i, masses M_i and mean mass M̄, the disorder strength is

Γ = Σ c_i (1 − M_i/M̄)².

**Theorem.** Under these assumptions, to leading order in Γ for the defect rate,

κ = κ0 arctan(u)/u,

κ0 = k_B ω_D/(2π² v B),

u² = Aω_D²/B = π ω_D Ω Γ κ0/(2v² k_B).

Here κ0 is the conductivity of the crystal with all masses equal to M̄. Disorder multiplies it by arctan(u)/u. The proportionality u² ∝ Γ holds when T, v, Ω and κ0 are held fixed.

**Lemma 1: the conductivity as a frequency integral**

κ = [k_B/(2π²v)] ∫₀^{ω_D} ω² τ(ω) dω.

*Proof.* Put a small temperature gradient along z. In the steady state, drift of phonons balances relaxation:

v_z (∂n0/∂T)(dT/dz) = −(n − n0)/τ,

where n0 is the Bose occupation. On the left n was replaced by n0, which is correct to first order in the gradient. Hence

n − n0 = −τ v_z (∂n0/∂T)(dT/dz).

The equilibrium part carries no current, since v_z is odd in direction. The heat current density is the sum of ħω v_z (n − n0) over modes, divided by the volume V. Comparing it with −κ dT/dz,

κ = (1/V) Σ C v_z² τ, C = ħω ∂n0/∂T.

At high temperature n0 ≈ k_B T/(ħω), so C = k_B. The angular average of v_z² is v²/3. One branch has 4πq² dq/(2π)³ = ω² dω/(2π²v³) modes per volume, and three branches have three times that. Therefore

κ = ∫ [3ω²/(2π²v³)] k_B (v²/3) τ dω,

and the factors of 3 cancel. ∎

**Lemma 2: the rate from mass disorder**

To leading order in Γ, A = ΩΓ/(4πv³).

*Proof.* Take first one displacement component u_i per site. Write M_i = M̄(1 + ε_i), so that ⟨ε_i⟩ = 0 and ⟨ε_i ε_j⟩ = Γδ_ij. Let K be the force matrix divided by M̄; its eigenvalues are ω_q². For time dependence exp(−iωt),

(1 + ε_i) ω² u_i = Σ_j K_ij u_j, or (ω² − K)u = Wu with W_i = −ε_i ω².

Let G_ij be the causal inverse of ω² − K. Iterating u = u0 + GWu and averaging, the first-order term vanishes because ⟨ε_i⟩ = 0. The second-order term contains

⟨W_i G_ij W_j⟩ = Γω⁴ G δ_ij,

G = (1/N) Σ_q 1/(ω² − ω_q² + i0),

with N the number of sites. The averaged wave thus obeys ω² = ω_q² + Γω⁴G. Now use Im[1/(x + i0)] = −πδ(x) and δ(ω² − ω_q²) = δ(ω − ω_q)/(2ω):

Im G = −πg/(2ω), g = Ωω²/(2π²v³),

where g is the density of modes per site in one branch. A small frequency shift δω satisfies 2ω δω = Γω⁴G, so

Im δω = Γω³ Im G/2 = −πΓω²g/4.

The amplitude decays at the rate |Im δω| and the energy at twice that:

1/τ = πΓω²g/2 = ΩΓω⁴/(4πv³).

For real displacements G carries two polarization indices. With three equal branches the polarization vectors at each q form a complete set, so G becomes the scalar G times the unit matrix, and the rate is unchanged.

This is the total rate of leaving a mode. It is also the rate at which current is lost: a local defect scatters equally into q and −q, so the scattered waves carry no net current. ∎

Two powers of ω come from the strength of the disorder, which acts through inertia, and two from the number of final states.

The lemma was tested by sending plane waves through a cube of 40 × 40 × 40 sites with masses 0.85 and 1.15 in equal numbers, so Γ = 0.0225. With site spacing and speed set to 1, the formula is Γω⁴/(4π). At ω = 1.100 the measured rate was 0.00265 against 0.00262. At ω = 1.885 it was 0.0217 against 0.0226. The two measured rates correspond to an exponent of 3.90. These values come from one random arrangement of masses. Between arrangements the rate at ω = 1.100, for a single direction of propagation, scatters by about 0.0001, so the agreement is significant only to a few percent.

**Proof of the theorem**

Insert the rates into Lemma 1. The ω² of the mode count cancels the ω² of the Umklapp rate:

ω²τ = ω²/(Bω² + Aω⁴) = 1/(B + Aω²).

With s = ω/ω_D and u² = Aω_D²/B,

∫₀^{ω_D} dω/(B + Aω²) = (ω_D/B) ∫₀¹ ds/(1 + u²s²) = (ω_D/B) arctan(u)/u.

Multiplying by k_B/(2π²v) gives κ. For A = 0 the last factor is 1, which identifies κ0. To eliminate B, use B = k_B ω_D/(2π²vκ0) and Lemma 2:

u² = [ΩΓ/(4πv³)] ω_D² [2π²vκ0/(k_B ω_D)] = πω_D ΩΓκ0/(2v²k_B). ∎

The cancellation means that without defects frequency intervals of equal width carry equal heat. Defects multiply this flat spectrum by 1/(1 + u²s²). The two rates are equal at s = 1/u.

**Corollary 1: weak and strong disorder**

For small u, arctan u = u − u³/3 + …, so κ ≈ κ0(1 − u²/3). To the same order the thermal resistivity is

1/κ ≈ 1/κ0 + u²/(3κ0) = 1/κ0 + πω_D ΩΓ/(6v²k_B).

The added resistivity does not contain B, and hence does not depend on temperature: weak disorder simply adds a constant.

For large u, arctan u = π/2 − arctan(1/u) ≈ π/2 − 1/u. The leading term is

κ ≈ πκ0/(2u) = k_B/[4πv (AB)^(1/2)].

The second form follows from κ0/u = k_B/[2π²v(AB)^(1/2)]. The cutoff has dropped out, because the high frequencies no longer carry appreciable heat. At fixed host properties κ falls as Γ^(−1/2), and at fixed composition as T^(−1/2). Resistivities no longer add: each mechanism controls a different part of the spectrum.

**Corollary 2: local exponents**

Let a = arctan(u)/u and R = 1/[a(1 + u²)]. Differentiating,

da/du = 1/[u(1 + u²)] − a/u, so d ln a/d ln u = R − 1.

At fixed composition κ0 ∝ 1/T and u ∝ κ0^(1/2) ∝ T^(−1/2). Therefore

d ln κ/d ln T = −1 − (R − 1)/2 = −(1 + R)/2.

At fixed temperature u ∝ Γ^(1/2), so

d ln κ/d ln Γ = −(1 − R)/2.

As u goes from 0 to infinity, R goes from 1 to 0. The temperature exponent passes from −1 to −1/2 and the disorder exponent from 0 to −1/2.

**Corollary 3: which waves carry the heat**

The share of heat carried below frequency sω_D is arctan(us)/arctan(u). Setting it to 1/2 gives

s_half = tan[½ arctan(u)]/u.

This tends to 1/2 without disorder and to 1/u for strong disorder.

**Example: silicon with 5% germanium at 1000 K**

Rough values for the averaged crystal are v = 6000 m/s, Ω = 0.020 nm³ and κ0 = 30 W/(m K). They give ω_D = 8.62 × 10¹³ rad/s, or a Debye temperature θ = ħω_D/k_B = 658 K. The atomic masses 28.09 and 72.63 have mean 30.32, so

Γ = 0.95(1 − 28.09/30.32)² + 0.05(1 − 72.63/30.32)² = 0.1025.

In SI units the theorem gives

u² = π(8.616 × 10¹³)(2.0 × 10⁻²⁹)(0.1025)(30)/[2(6000)²(1.381 × 10⁻²³)] = 16.7,

so u = 4.09, arctan(u)/u = 0.325 and

κ = 30 × 0.325 = 9.8 W/(m K) = 0.098 W/(cm K).

A direct sum over wavevectors, extrapolated in mesh spacing, gives 30.00 W/(m K) without disorder and 9.76 W/(m K) with it. The last halving of the mesh moved each sum by about 0.11 W/(m K) before extrapolation.

The rates are equal at 0.244 ω_D, and half the heat flows below 0.192 ω_D. The local exponents are −0.59 in T and −0.41 in Γ, already near the strong-disorder limit. The leading strong-disorder formula would give π/(2u) = 0.384 instead of 0.325, so it is still 18% too high relative to the full factor.

According to the theorem, with host values held fixed, 1% germanium lowers κ from 30 to 16.7 W/(m K), while going from 5% to 20% lowers it only from 9.8 to 6.9 W/(m K). There are two reasons. The first impurities remove waves that carried much heat, while later ones act on a spectrum already depleted at high frequency. Also, Γ grows more slowly than the germanium fraction: from 5% to 20% it rises only 2.3 times. Had it risen fourfold, κ would have fallen to 5.3 W/(m K). At 5% germanium, heating from 800 to 1200 K lowers κ from 11.1 to 8.8 W/(m K), a weaker fall than that of κ0, from 37.5 to 25 W/(m K).

**Remark 1: finite temperature**

With y = ħω/(k_B T), the heat capacity of a mode is

C/k_B = (y/2)²/sinh²(y/2) ≈ 1 − y²/12.

Since y = (θ/T)s, the relative change of κ at fixed B is −(θ/T)²⟨s²⟩/12, where the average is weighted by 1/(1 + u²s²). Writing s²/(1 + u²s²) = [1 − 1/(1 + u²s²)]/u² and integrating,

⟨s²⟩ = (1 − a)/(u²a).

Here this is 0.124, and the change is −0.4%, as direct integration with the full heat capacity confirms. Without disorder ⟨s²⟩ = 1/3 and the change would be about −1.2%. Replacing the heat capacity of each mode by k_B therefore costs little here, although T is only 1.5 times θ. Any departure of the Umklapp rate from its assumed form is a separate matter.

**Remark 2: a strong defect**

Lemma 2 treats each defect to second order, but germanium has ε = 72.63/30.32 − 1 = 1.40, which is not small. For one defect the wave at its site obeys u = u0 − εω²Gu, hence u = u0/(1 + εω²G). The scattered energy, and so the rate, is multiplied by 1/|1 + εω²G|². For the Debye spectrum, integrating over modes gives

ω²G = 3s²{−1 + (s/2) ln[(1 + s)/(1 − s)]} − i(3π/2)s³.

At s = 0.2 the factor is 1.41. There the real part of G is negative, so |u| exceeds |u0|: the heavy atom moves further than it would in the incident wave alone, and scatters more than second order predicts. At s = 0.8 it is 0.085, because the imaginary part is large. The correction thus lowers the heat carried by long waves and raises that carried by short ones. In the example the gain wins: κ becomes 12.2 W/(m K), 24% above the theorem's value. The gain comes mainly from s > 0.7, where the sharp Debye cutoff shapes G. This treats the defects as isolated, which is only approximate at 5%. Solving for the averaged medium self-consistently (the coherent-potential approximation) gives about 13.6 W/(m K), some 40% above the theorem's value, so the direction of the change is more reliable than its size. The theorem's values for 1% and 20% germanium neglect the same effect.

The factor was tested with 1% of defects of excess mass 1.4 in the wave medium of Lemma 2, at ω = 1.100. The measured rate was 0.0042, against 0.0045 with the factor and 0.0023 without it. G was evaluated for that medium's own modes. The test lies in the range where scattering is enhanced; the suppression at high frequency was not tested in this way.

**Proposition: Normal processes can change the law**

Normal collisions conserve crystal momentum, so they do not by themselves destroy a heat current. Callaway's model lets them relax phonons, at rate 1/τ_N, towards a distribution drifting with velocity U. Let 1/τ_R = Bω² + Aω⁴ be the resistive rate. If Normal collisions are much faster than resistive ones at all frequencies, then

κ = κ0′/(1 + 5u²/7), κ0′ = (5/9) k_B ω_D/(2π²vB), u² = Aω_D²/B.

*Proof.* At high temperature the drifting occupation is

k_B T/[ħ(ω − q_z U)] ≈ n0(1 + q_z U/ω).

Since q_z/ω = cos ϑ/v, with ϑ the angle to the gradient, its excess energy per mode is k_B T (U/v) cos ϑ, the same at every frequency. Fast Normal collisions force all modes into this form. Write the excess energy as −k_B v β cos ϑ dT/dz, with one unknown time β. Comparison with Lemma 1, where β would be τ(ω), gives

κ = [k_B/(2π²v)] β ω_D³/3.

To find β, balance crystal momentum. A mode's momentum is its energy times q_z/ω = cos ϑ/v. Normal collisions drop out of the total, leaving drive against resistive loss:

∫ω² dω = β ∫(ω²/τ_R) dω, or ω_D³/3 = β(Bω_D⁵/5 + Aω_D⁷/7).

Solving for β and inserting it gives the claim. ∎

For large u, as long as Normal collisions still outrun defect scattering at all frequencies, κ falls as 1/Γ instead of Γ^(−1/2). Long waves cannot carry heat on their own, because Normal collisions share their momentum with short waves, which lose it to defects. A Normal rate B_N ω² of fixed size is overtaken by Aω⁴ once the disorder is strong enough. κ then returns to Γ^(−1/2) and approaches the arctangent form with B replaced by B + B_N. In that regime Normal collisions act like resistive ones, which they do not in the pure crystal, so u is no longer fixed by κ0 as in the theorem. It is this link that requires Normal processes to be weak.

For comparable rates Callaway's equation was solved numerically. With the Normal rate equal to the Umklapp rate, and B adjusted to keep κ0 at 30 W/(m K), κ is 7.7 W/(m K), 21% below the theorem's value. The ratio of the two rates is an assumption and matters: a Normal rate half the Umklapp rate gives 8.5 W/(m K), and one 2.5 times the Umklapp rate gives 6.0 W/(m K).

**Remark 3: grains and short paths**

In a grain of size d, a simple estimate adds v/d to the scattering rate. At d = 1000 nm, κ falls by 18%, to 8.0 W/(m K). The reason lies in the long waves. The Umklapp path v/(Bω²) reaches 1000 nm at about 0.05 ω_D, and by Corollary 3 about 15% of the heat flows below that frequency.

At the other end, the mean free path at ω_D is 0.14 nm, shorter than the atomic spacing Ω^(1/3) ≈ 0.27 nm. A travelling wave is no longer a sound picture there. Forbidding lifetimes shorter than half a period raises κ by 0.8%; forbidding those shorter than a full period raises it by 7%. The effect within the model is thus modest, but it depends on where the limit is set.

**Relation to the real alloy**

Silicon-germanium is used for thermoelectric conversion at high temperature, usually with more germanium than the 5% taken here. For the alloy with about 20% germanium, heavily doped, measured conductivities at such temperatures are very roughly 5 W/(m K). These include heat carried by electrons. The model gives 6.9 W/(m K) at 20% for the lattice alone, with v and κ0 kept at their silicon-rich values, so the comparison shows only the same order of magnitude and does not validate the assumptions.

Real material is often polycrystalline, which breaks the assumption of no boundaries; the 1000 nm estimate above sizes that effect. It also has optical branches, which the Debye solid replaces by fast sound waves. Keeping acoustic modes alone, with two atoms per cell and κ0 fixed, divides ω_D by 2^(1/3) and u by 2^(1/6), and raises κ by 10%. This estimate still assumes ω = vq; the flattening of real acoustic branches near the zone edge is left out. A sine dispersion with the same long-wave speed and the same κ0 turns the 10% into 23%, and a toy model with separate longitudinal and transverse speeds and a flat transverse branch gives 37%. Bond-length disorder, estimated with a mismatch of 0.04 and a rough weight of 40, adds 40 × 0.05 × 0.95 × 0.04² = 0.003 to Γ and lowers κ by 1%.

Doping adds heat carried by electrons. For conductivity σ = 500 S/cm, a rough value, the degenerate formula (π²/3)(k_B/e)²σT gives 1.2 W/(m K), to be added to the lattice part. At 1000 K such carriers are only partly degenerate, with the Fermi level within about k_B T of the band edge for typical mobilities, so this is too high. The nondegenerate formula for scattering by acoustic phonons, 2(k_B/e)²σT, gives 0.7 W/(m K), a lower limit for that scattering law; partial degeneracy gives about 0.8 to 0.9 W/(m K). All of these leave out heat carried by electron-hole pairs. Scattering of phonons by carriers is left out and has not been sized.

The changes quoted here were found one at a time and need not add. The largest come from strong defects and branch flattening, which raise κ by more than 20% each, and from Normal processes, which lower it by an amount that depends on their assumed strength (21% for equal rates). The value 9.8 W/(m K) is thus a model estimate, uncertain by at least some tens of percent. The main values are in the numerical output, where ω is written w.

Calculated quantities

```
WAVE DECAY TEST (site spacing = sound speed = 1)
weak disorder: Gamma = 0.0225, box side = 40 sites
w = 1.100: measured rate 0.00265, w^4 formula 0.00262
w = 1.885: measured rate 0.02171, w^4 formula 0.02260
measured frequency exponent = 3.90
heavy defects: excess mass 1.4, fraction 0.01, w = 1.100
  measured 0.00420, Born 0.00228, full single-defect 0.00447
EXAMPLE INPUTS (rough Si-rich Si-Ge values)
T = 1000 K, v = 6000 m/s, Omega = 0.020 nm^3
kappa0 = 30.0 W/(m K), Ge fraction = 0.05
masses Si, Ge = 28.09, 72.63 u; mean = 30.32 u
EXAMPLE RESULTS
wD = 8.616e+13 rad/s, Debye temperature = 658 K
Gamma = 0.1025, B = 3.348e-16 s, A = 7.554e-43 s^3
u^2 = 16.75, u = 4.093, arctan(u)/u = 0.3253
kappa = 9.76 W/(m K) = 0.0976 W/(cm K)
mode sum: pure 30.00, alloy 9.76 W/(m K)
  shift on halving mesh: 0.108, 0.109 W/(m K)
rates at wD: Umklapp 2.485e+12, defect 4.163e+13 1/s
equal rates at w/wD = 0.244; half of heat below 0.192
at wD: w*tau = 1.95, mean free path = 0.136 nm
local exponents: in T -0.587, in Gamma -0.413
COMPOSITION SCAN (host values fixed, 1000 K)
x = 0.01: Gamma 0.0241, u 1.985, factor 0.5562, kappa 16.69 W/(m K)
x = 0.02: Gamma 0.0463, u 2.750, factor 0.4444, kappa 13.33 W/(m K)
x = 0.05: Gamma 0.1025, u 4.093, factor 0.3253, kappa 9.76 W/(m K)
x = 0.10: Gamma 0.1686, u 5.248, factor 0.2634, kappa 7.90 W/(m K)
x = 0.20: Gamma 0.2319, u 6.155, factor 0.2290, kappa 6.87 W/(m K)
TEMPERATURE SCAN (x = 0.05, kappa0 proportional to 1/T)
T = 800 K: kappa0 37.50, u 4.576, kappa 11.11 W/(m K)
T = 1000 K: kappa0 30.00, u 4.093, kappa 9.76 W/(m K)
T = 1200 K: kappa0 25.00, u 3.736, kappa 8.76 W/(m K)
NEGLECTED EFFECTS: kappa in W/(m K), change from model in %
quantum heat formula: -0.447 %; quadrature: -0.443 %
quantum heat capacity: 9.71, -0.4 %
full single-defect scattering: 12.15, +24.5 %
Normal/Umklapp = 1, same kappa0: 7.66, -21.5 %
grain size 1000 nm: 7.97, -18.3 %
acoustic modes only, same kappa0: 10.72, +9.9 %
lifetime at least half a period: 9.84, +0.8 %
bond disorder, Gamma + 0.0030: 9.64, -1.2 %
bond inputs: mismatch 0.04, weight 40
electronic part at 500 S/cm: 1.22 W/(m K)
```
